# What fractal islands say about terrace and edge diffusion

**The argument under comment.** An image taken after depositing a tenth of a monolayer at 150 K shows separate, branched islands of about a thousand atoms each. The author reasons: "A compact island needs atoms that can move. These islands are ragged, so the atoms stayed where they landed. Terrace diffusion is therefore frozen at 150 K, and the terrace barrier must be high."

The argument treats "the atoms can move" as one property. An atom on a growing surface makes two kinds of journey, across the terrace and along the edge of an island, with different barriers. Which of them does a branched shape show to be missing?

**1. What immobile atoms would produce**

Take the author's hypothesis literally on a triangular lattice, where each site has $z=6$ neighbours. Atoms that never move occupy sites at random, each with probability $\theta$, the coverage. Let $S$ be the mean size of the cluster containing a given atom.

That cluster contains at least the atom and its occupied neighbours, so $S\ge 1+z\theta$. For an upper bound, note that every other member is joined to the given atom by a path of occupied sites that visits no site twice. There are at most $z(z-1)^{n-1}$ such paths of $n$ steps, and each is occupied with probability $\theta^n$. Counting paths instead of atoms can only overcount, so for $(z-1)\theta<1$

$$S\le 1+\sum_{n\ge1}z(z-1)^{n-1}\theta^n=1+\frac{z\theta}{1-(z-1)\theta}=\frac{1+\theta}{1-(z-1)\theta}.$$

At $\theta=0.10$ the bounds are 1.6 and 2.2; random occupation of a large lattice gave 1.85. Since the mean is at most 2.2, the fraction of atoms in clusters of 1041 atoms or more (the island size used below) is at most $2.2/1041$, or 0.2 percent. The hypothesis does not give ragged large islands. It gives almost no large islands.

Mobility changes this. Let $h$ be the total hop rate of a terrace atom and $f$ the flux in monolayers per second. In simulated deposition to $\theta=0.10$, with atoms stopping for good at first contact, the mean island size (weighted by atoms, as in $S$) was 1.8, 4.9, 18.9 and 77.1 atoms for $h/f=0$, $10^3$, $10^5$ and $10^7$. These are single runs on a small lattice, and the last two values scatter by 10 to 30 percent from run to run. Edge motion was absent in all four runs; terrace motion alone made the islands large.

There is one exception. At $\theta=1/2$, the percolation threshold of this lattice, random occupation does build a large fractal cluster; its simulated dimension was 1.85 on finite lattices, against the exact value $91/48\approx1.90$. A fractal outline alone therefore does not exclude immobile atoms. A large fractal island far below the threshold does.

**2. How far the atoms travelled**

Model an island as a disc of radius $R$ at the centre of a capture zone of radius $L$, the region whose atoms it collects. Let $F$ be the flux per area, $\Omega=\sqrt3a^2/2$ the site area and $a$ the lattice spacing, so that $f=\Omega F$. Each hop has squared length $a^2$, and in two dimensions the mean squared displacement is $4Dt$, so $D=ha^2/4$. The algebra is in atomic units with temperature as an energy.

If atoms cross the zone much faster than the island grows, their density $n$ is quasi-steady:

$$\frac{D}{r}\frac{d}{dr}\left(r\frac{dn}{dr}\right)+F=0 .$$

Immediate, irreversible attachment gives $n(R)=0$. Equal exchange with neighbouring zones gives $n'(L)=0$. One integration yields $rn'=C-Fr^2/2D$, and the condition at $L$ fixes $C=FL^2/2D$. Hence

$$n'(r)=\frac{F(L^2-r^2)}{2Dr},\qquad n(r)=\frac{F}{4D}\left[2L^2\ln\frac rR-r^2+R^2\right].$$

The current into the edge, $Dn'(R)=F(L^2-R^2)/2R$, does not contain $D$. Faster terrace atoms are fewer in number but deliver the same current. For a given zone and quasi-steady flow, the terrace barrier therefore leaves no mark on the island's shape.

The mean time $\tau$ an atom spends on the terrace is the number present divided by the number arriving per unit time, $\pi F(L^2-R^2)$. The number present requires

$$\int_R^L r\ln\frac rR\,dr=\frac{L^2}{2}\ln\frac LR-\frac{L^2-R^2}{4},$$

and therefore

$$\int_R^L\left[2L^2\ln\frac rR-r^2+R^2\right]r\,dr
=L^4\ln\frac LR-\frac{L^2(L^2-R^2)}{2}-\frac{L^4-R^4}{4}+\frac{R^2(L^2-R^2)}{2}.$$

The last three terms combine to $-(L^2-R^2)(3L^2-R^2)/4$. Multiplying by $2\pi F/4D$ and dividing by the arrival rate gives $\tau$. With $h/2D=2/a^2$, the mean number of hops $M=h\tau$ is

$$M=\frac{2}{a^2}\left[\frac{L^4\ln(L/R)}{L^2-R^2}-\frac{3L^2-R^2}{4}\right].$$

This is pure geometry and can be read from an image without knowing any barrier. For $R\ll L$ it tends to $(2L^2/a^2)[\ln(L/R)-3/4]$. A direct solution of the lattice walk with $L=80a$ and $R=25.3a$ gave 7237 hops against 7094 from the formula, a difference of 2 percent.

For the image, take $a=2.8$ Å, $L=150$ Å and $\theta=0.10$. The disc of equal area has $R=L\sqrt\theta=47.4$ Å and holds $N=\theta\pi L^2/\Omega=1041$ atoms. Then

$$M=\frac{2}{7.84}\,(28782-16312)\approx3.2\times10^3 .$$

The disc stands in for the branched island and has its final size. A branched island reaches farther out and should catch atoms after fewer hops, while a young, small island catches them after more. The result is therefore an order-of-magnitude estimate: the atoms called immobile made roughly thousands of hops on average.

**3. Why arrival by diffusion favours branches**

Give the edge a small ripple, $r=R+\varepsilon\cos m\phi$, and write the density as $n(r)+\varepsilon n_1(r)\cos m\phi$. The flux is already balanced by $n$, so the correction obeys Laplace's equation. Zero density on the displaced edge requires, to first order, $n_1(R)=-n'(R)$; the outer condition is $n_1'(L)=0$. Both are met by

$$n_1(r)=-n'(R)\,\frac{r^m+L^{2m}r^{-m}}{R^m+L^{2m}R^{-m}},\qquad
n_1'(R)=n'(R)\frac{m}{R}T_m,\qquad T_m=\frac{L^{2m}-R^{2m}}{L^{2m}+R^{2m}} .$$

The edge advances at $\Omega D$ times the density gradient. The tilt of the edge enters only at second order, so

$$\dot R=\Omega Dn'(R),\qquad \dot\varepsilon=\varepsilon\,\Omega D\,[\,n''(R)+n_1'(R)\,].$$

The diffusion equation gives $n''(R)=-F/D-n'(R)/R$. Dividing $\dot\varepsilon/\varepsilon$ by $\dot R/R$, and using $\dot R=\Omega F(L^2-R^2)/2R$, one finds

$$\frac{d\ln\varepsilon}{d\ln R}=mT_m-1-\frac{2R^2}{L^2-R^2}.$$

The first term is the steeper gradient at a protruding tip. The second comes from the weakening of the gradient away from the island, and the third from the flux that lands between the tip and the mean edge. A value above 1 means that the ripple outgrows the island. For the geometry above the values are 0.74, 1.77, 2.78 and 4.78 for $m=2,3,4,6$. A two-lobed distortion thus fades relative to the radius, while those with three, four and six lobes sharpen. Solving the density around an island with a ripple of $10^{-3}R$ reproduced these four values to within 0.002. The formula contains no smoothing, so the gain keeps rising with $m$ until the ripple is as short as the atomic spacing, where the continuum description fails.

Compare an edge on which every element receives the same current. Its radial speed is uniform to first order, so $\dot\varepsilon=0$ and the relative ripple $\varepsilon/R$ shrinks. The instability comes from the diffusion field, which immobile atoms do not have.

Once branches exist, they screen the interior. In simulated fractal islands, 54 percent of the edge sites lay within one radius of gyration $R_g$ of the starting atom, but they received only 5 percent of newly sent walkers; this share depends on the islands sampled and can be nearer 10 percent.

**4. Separating the two motions**

The decisive comparison changes one motion at a time. Islands of 1041 atoms were grown on the same lattice, one atom at a time and without detachment, eight islands per case. An attached atom could hop along the edge until it had three island neighbours or had used up its allowance of hops. The dimension $d$, defined by $N\propto R_g^d$, was fitted from 100 to 1041 atoms and is an effective value for that range.

| Arrival | Edge hops allowed | $d$ | $R_g/R_g(\text{disc})$ |
|---|---|---|---|
| by diffusion | 0 | 1.72 | 2.41 |
| by diffusion | 20 | 1.91 | 1.11 |
| by diffusion | 347 | 2.02 | 1.01 |
| equal at all edge sites | 0 | 2.18 | 1.07 |

The first three rows share the same terrace motion, and the shape goes from fractal to compact through edge motion alone. The first and last rows share frozen edges, and the last is nevertheless compact. Slow edges are therefore not sufficient: of the two modes of arrival compared, only arrival through a diffusion field gives branches.

The value 2.18 exceeds 2 and cannot be a true dimension in the plane. These islands have a loosely filled rim that matters less as they grow: the share of atoms inside the disc of equal area rises from 74 percent at 100 atoms to 84 percent at 1041 and 95 percent at 20000. Fitted from 2000 to 20000 atoms, $d$ falls to 2.06.

**5. How slow must the edge be?**

Consider an atom on a straight row of $\ell$ steps, at distance $j$ from one end. The mean number $t_j$ of hops it needs to leave the row obeys $t_j=1+\tfrac12(t_{j-1}+t_{j+1})$ with $t_0=t_\ell=0$. The solution is $t_j=j(\ell-j)$, since the average of its two neighbouring values is $j(\ell-j)-1$. The largest value is $\ell^2/4$, or 100 hops for $\ell=20$. A hexagonal island with $\ell$ atoms per side has $N\approx3\ell^2$, so leaving a side takes at most about $N/12$ hops on average. An allowance of $N/3$ hops before the next atom arrives is then ample, and the third row of the table confirms it.

Let edge hops have the rate $\nu e^{-E/T}$. A required rate $w$ is reached at

$$T=\frac{E}{\ln(\nu/w)} .$$

Take $\nu=10^{13}$ s$^{-1}$, $E=0.50$ eV and $f=0.002$ monolayer/s, so that deposition lasts $0.10/0.002=50$ s. Two values of $w$ bracket the behaviour.

*Frozen edges.* If an atom makes less than one edge hop during the whole deposition, then $w<1/50$ s$^{-1}$. The limit is $T=0.50/33.85=0.0148$ eV, or 171 K.

*Compact islands.* The island receives $Q=f\pi(L^2-R^2)/\Omega=18.7$ atoms per second. The ample allowance requires $w=QN/3\approx6.5\times10^3$ s$^{-1}$, which gives $T=0.50/21.15=0.0236$ eV, or 274 K, for this island spacing.

The upper limit is sufficient but not necessary. The table shows nearly compact islands with only 20 hops per arrival, which means $w=20Q\approx375$ s$^{-1}$ and a temperature of $0.50/24.01=0.0208$ eV, or 242 K. Even this overstates the need, because the simulation freezes an atom once its allowance is spent, whereas a real atom can go on moving until others bind it.

**6. Reading the image again**

With a terrace barrier of 0.15 eV, the terrace hop rate at 150 K is $9.1\times10^7$ s$^{-1}$, so 3181 hops take about 35 µs. This justifies the quasi-steady density. The edge hop rate is $1.6\times10^{-4}$ s$^{-1}$, or 0.008 hops in 50 s. The atoms are highly mobile on the terrace and stationary at the edge, and islands simulated alone with frozen edges are branched, with $R_g$ of about 81 Å.

The author's inference about the terrace barrier in fact runs the wrong way. A typical atom must complete its journey, estimated at 3181 hops, within the 50 s of deposition, so $h$ must exceed about 64 s$^{-1}$. With $T=0.0129$ eV at 150 K and the same $\nu$, the terrace barrier must lie below about $0.0129\times25.8\approx0.33$ eV. The 3181 hops are a mean for the final disc; for a branched island growing in the zone the mean is nearer $2\times10^3$ and the median four to five times smaller than 3181. A factor of five in the number of hops shifts this limit by only $0.0129\ln5\approx0.021$ eV. The completed journeys thus set an upper limit, and a loose one; the branched shape by itself sets no lower limit. The island spacing says more. In section 1 the islands grew larger as $h/f$ rose, so a lower terrace barrier gives larger and more widely spaced islands. With a model of nucleation, the measured spacing can therefore bound the terrace barrier from both sides. The branched shape limits the edge barrier instead: compact growth must have failed, so with a single barrier for all edge hops $E$ must exceed about $0.0129\times21.15\approx0.27$ eV. If corners are harder to pass than straight steps, the shape alone does not set this limit for motion along a straight step.

**7. How far the model can be trusted**

The parameters are round values chosen for illustration and represent no particular metal. The island spacing is an input and is held fixed when the limiting temperatures are calculated. In a real series at fixed flux, faster terrace diffusion widens the spacing and raises $Q$ and $N$, so the compact limit lies higher than the value given here. The assumption that real edges most clearly break is a single barrier for all edge hops, since passing a corner can cost more than moving along a straight step, while an atom with a single island neighbour can often relax to a two-neighbour site far more easily. If that relaxation is free, the islands remain branched but are denser, with $d$ near 1.8 and $R_g/R_g(\text{disc})$ near 1.6. An extra 0.10 eV at corners, applied to every hop as a pessimistic estimate, raises the compact limit at fixed spacing from 274 to 329 K. An error of 0.05 eV in $E$ shifts the frozen limit by 17 K.

The other neglected effects are smaller at 150 K. On average 5 percent of the atoms land on top of islands. Ten minutes of observation allow 0.1 edge hops per atom, so the shape survives being imaged. The zone holds $6.5\times10^{-4}$ terrace atoms on average, which over 1041 arrivals gives about 0.7 occasions per island on which two are present together. Both figures use the disc at its final size; a growing disc gives about 1.3 occasions and a branched island about 0.5, so only the order of magnitude is meaningful. Some of these pairs may start an extra small island. Irreversible attachment is safe at 150 K but not at the compact limit: with a detachment barrier of 0.80 eV, each edge atom would detach about once during deposition at 274 K.

One limitation concerns the shape itself. The simulated islands grew alone, fed from far away. A branched island with $R_g=81$ Å fills much of a 150 Å zone, so its outer branches would compete with those of its neighbours. The value $d=1.72$ describes the isolated island and should not be expected to persist as the zones fill, and the 81 Å is not a prediction for an island in a closed zone.

**Recommendation.** The claim that terrace diffusion is frozen should be withdrawn. At this coverage the image supports a different statement: atoms crossed the terrace freely, attached, and were built in before motion along the edge and around its corners could make the islands compact. A series of images at rising temperature, with flux and coverage held fixed, would test the edge barrier, provided that the change in island spacing is measured and included in $Q$ and $N$. The numerical output below lists the values used here.

## Numbers as computed

```
lattice spacing: 2.8 angstrom; site area: 6.79 angstrom^2
capture-zone radius L: 150 angstrom
coverage: 0.10; flux: 0.002 monolayer/s
temperature: 150 K; attempt rate: 1e+13 /s
terrace barrier: 0.15 eV; edge: 0.50 eV
radius of compact island R: 47.4 angstrom
atoms per island: 1041
deposition time: 50 s
arrivals per island: 18.7 /s
immobile atoms, coverage 0.05: mean cluster size 1.351 atoms, bounds 1.300 and 1.400
immobile atoms, coverage 0.10: mean cluster size 1.846 atoms, bounds 1.600 and 2.200
immobile atoms, coverage 0.50: dimension 1.85
h/f = 0e+00: mean island size 1.8 atoms
h/f = 1e+03: mean island size 4.9 atoms
h/f = 1e+05: mean island size 18.9 atoms
h/f = 1e+07: mean island size 77.1 atoms
hop test, L = 80 a, R = 25.3 a: lattice 7237 hops, formula 7094 hops
example: mean terrace hops to reach island: 3181
example: terrace hop rate: 9.12e+07 /s
example: edge hop rate: 1.59e-04 /s
example: edge hops during deposition: 7.94e-03
bump mode 2: d ln(amplitude)/d ln(R) = 0.74
bump mode 3: d ln(amplitude)/d ln(R) = 1.77
bump mode 4: d ln(amplitude)/d ln(R) = 2.78
bump mode 6: d ln(amplitude)/d ln(R) = 4.78
simulated islands per case: 8
diffusive arrival, up to 0 edge hops: d = 1.72, Rg/Rg(disc) = 2.41, Rg = 80.7 angstrom
diffusive arrival, up to 20 edge hops: d = 1.91, Rg/Rg(disc) = 1.11, Rg = 37.3 angstrom
diffusive arrival, up to 347 edge hops: d = 2.02, Rg/Rg(disc) = 1.01, Rg = 33.8 angstrom
equal arrival, 0 edge hops, 100 to 1041 atoms: d = 2.18, Rg/Rg(disc) = 1.07
equal arrival, 0 edge hops, 2000 to 20000 atoms: d = 2.06, Rg/Rg(disc) = 1.01
equal arrival, 100 atoms: 74.2 percent inside equal-area disc
equal arrival, 1041 atoms: 84.4 percent inside equal-area disc
equal arrival, 20000 atoms: 95.0 percent inside equal-area disc
main length: fractal Rg = 8.07 nm
edge sites inside Rg of fractal: 54.4 percent
arrivals inside Rg of fractal: 5.1 percent
row of 20 steps: most hops to leave 100
edge rate needed for compact growth: 6503 /s
edges frozen below: 171 K
compact growth expected above: 274 K
neglected: mean share landing on islands 5.0 percent
neglected: mean number of terrace atoms in zone 6.5e-04
neglected: such coexistences per island 0.68
neglected: edge hops in 600 s of observation 0.10
neglected: corner barrier +0.10 eV moves compact limit to 329 K
neglected: edge-barrier error 0.05 eV moves frozen limit by 17 K
neglected: detachments per edge atom at compact limit, barrier 0.80 eV: 1.00
```
